# Jackson damping factors and the broadening of a delta peak: test program

```python
"""
Result under test: among nonnegative kernels
    K(phi) = 1 + 2 sum_{n=1}^{N-1} g_n cos(n phi),
the mean squared displacement 1 - g_1 is smallest for the Jackson factors
    g_n = [(N+1-n) cos(n q) + cot(q) sin(n q)]/(N+1),  q = pi/(N+1),
and a delta peak at a in [-1,1] then has the variance
    sin(q)^2 [N (1-a^2) + a^2]/(N+1), i.e. sigma ~ pi/N at a = 0.
N: number of Chebyshev moments; g_n: damping factors; a: peak position;
x = cos(theta): scaled energy; phi: angle difference.
"""
import numpy as np
from scipy.optimize import linprog, brentq


def jackson(N):
    n = np.arange(N)
    q = np.pi / (N + 1)
    return ((N + 1 - n) * np.cos(n * q) + np.sin(n * q) / np.tan(q)) / (N + 1)


def kernel(g, phi):
    n = np.arange(1, len(g))
    return 1 + 2 * np.cos(np.outer(np.atleast_1d(phi), n)) @ g[1:]


def sigma_formula(N, a):
    q = np.pi / (N + 1)
    return np.sin(q) * np.sqrt((N * (1 - a * a) + a * a) / (N + 1))


def theta_grid(M):
    return (np.arange(M) + 0.5) * np.pi / M


def peak_statistics(g, a):
    """Mean and variance of the broadened delta peak, by quadrature."""
    theta = theta_grid(4 * len(g))
    n = np.arange(len(g))
    damped = g * np.cos(n * np.arccos(a))
    weight = kernel(damped, theta) / len(theta)
    x = np.cos(theta)
    mean = weight @ x
    return mean, weight @ (x - mean) ** 2


def autocorrelation(c):
    c = c / np.linalg.norm(c)
    return np.correlate(c, c, "full")[len(c) - 1:]


# Direct minimization: linear program with positivity on a dense grid.
N_lp = 12
phi_lp = np.linspace(0, np.pi, 3001)
cosines = np.cos(np.outer(phi_lp, np.arange(1, N_lp)))
cost = np.zeros(N_lp - 1)
cost[0] = -1.0
lp = linprog(cost, A_ub=-2 * cosines, b_ub=np.ones(len(phi_lp)),
             bounds=[(None, None)] * (N_lp - 1), method="highs")
assert lp.status == 0
lp_g1_error = abs(lp.x[0] - np.cos(np.pi / (N_lp + 1)))
lp_max_error = np.max(np.abs(lp.x - jackson(N_lp)[1:]))
# Positivity is imposed only at grid points, so zeros can move by a spacing.
assert lp_g1_error < 1e-4
assert lp_max_error < 5e-3

# Bound and node identity on random nonnegative kernels.
rng = np.random.default_rng(4)
for N in (2, 3, 8, 15):
    q = np.pi / (N + 1)
    nodes = (2 * np.arange(N + 1) + 1) * q
    for trial in range(50):
        g = autocorrelation(rng.normal(size=N))
        node_sum = np.mean((np.cos(q) - np.cos(nodes)) * kernel(g, nodes))
        assert abs(np.cos(q) - g[1] - node_sum) < 1e-11
        assert g[1] <= np.cos(q) + 1e-12

# Fourier coefficients of the closed-form kernel and relations between them.
for N in (2, 5, 12, 31):
    q = np.pi / (N + 1)
    phi = 2 * np.pi * (np.arange(8 * N) + 0.37) / (8 * N)
    closed = (2 * np.sin(q) ** 2 / (N + 1) * np.cos((N + 1) * phi / 2) ** 2
              / (np.cos(phi) - np.cos(q)) ** 2)
    assert closed.min() >= 0
    coeff = np.array([np.mean(closed * np.cos(n * phi)) for n in range(N + 2)])
    assert np.allclose(coeff[:N], jackson(N), atol=1e-9)
    assert np.allclose(coeff[N:], 0, atol=1e-9)
    n = np.arange(1, N + 1)
    partner = coeff[N + 1 - n]
    assert np.allclose(coeff[n] - partner, np.cos(n * q), atol=1e-9)
    assert np.allclose(n * coeff[n] + (N + 1 - n) * partner,
                       np.sin(n * q) / np.tan(q), atol=1e-8)

# Band average of the squared displacement equals 1 - g_1 for any kernel.
N = 20
fejer = 1 - np.arange(N) / N
for g in (jackson(N), fejer, np.ones(N)):
    th = theta_grid(100)
    n = np.arange(N)
    c = np.cos(np.outer(th, n))
    factors = np.where(n == 0, 1.0, 2.0) * g
    density = (c * factors) @ c.T
    shift2 = (np.cos(th)[:, None] - np.cos(th)[None, :]) ** 2
    assert abs(np.mean(density * shift2) - (1 - g[1])) < 1e-11

# Mean and variance of a broadened delta peak.
for N in (3, 10, 64, 200):
    g = jackson(N)
    for a in (-1.0, -0.3, 0.0, 0.6, 1.0):
        mean, var = peak_statistics(g, a)
        assert abs(mean - a * np.cos(np.pi / (N + 1))) < 1e-11
        assert abs(var / sigma_formula(N, a) ** 2 - 1) < 1e-7
        f = 1 - np.arange(N) / N
        general = (1 - f[2]) / 2 + a * a * (f[2] - f[1] ** 2)
        assert abs(peak_statistics(f, a)[1] - general) < 1e-11

print("Linear program, N =", N_lp)
print(f"  smallest 1-g_1 found: {1 - lp.x[0]:.6f}")
print(f"  1-cos(pi/(N+1)):      {1 - np.cos(np.pi / (N_lp + 1)):.6f}")
print(f"  largest difference in any g_n: {lp_max_error:.1e}")

print("Scaling of measured standard deviations (dimensionless)")
for N in (50, 200, 800):
    g = jackson(N)
    s0 = np.sqrt(peak_statistics(g, 0.0)[1])
    s1 = np.sqrt(peak_statistics(g, 1.0)[1])
    r0, r1 = s0 * N / np.pi, s1 * N ** 1.5 / np.pi
    assert abs(r0 - 1) < 2 / N and abs(r1 - 1) < 2 / N
    print(f"  N={N}: sigma(0)*N/pi={r0:.5f}, sigma(1)*N^1.5/pi={r1:.5f}")

# Shape of the kernel and comparison with other kernels at N = 200.
N = 200
q = np.pi / (N + 1)
g = jackson(N)
fejer = 1 - np.arange(N) / N
phi = -np.pi + 2 * np.pi * (np.arange(8000) + 0.5) / 8000
rms_angle = np.sqrt(np.mean(phi ** 2 * kernel(g, phi)))
assert abs(rms_angle / q - 1) < 0.01  # tails give a correction of order 1/N
top = kernel(g, 0.0)[0]
assert abs(top * (N + 1) * np.tan(q / 2) ** 2 / 2 - 1) < 1e-9
half = brentq(lambda p: kernel(g, p)[0] - top / 2, 0, 3 * q)
amp = np.zeros(N)
k = np.arange(N // 2)
amp[::2] = np.sin(np.pi * (k + 1) / (N // 2 + 1))
mirror = autocorrelation(amp)
s_jackson = np.sqrt(peak_statistics(g, 0.0)[1])
s_mirror = np.sqrt(peak_statistics(mirror, 0.0)[1])
assert s_mirror < s_jackson and abs(mirror[1]) < 1e-12
assert abs(kernel(mirror, np.pi)[0] / kernel(mirror, 0.0)[0] - 1) < 1e-9
print("Kernel at N =", N)
print(f"  g_1 = {g[1]:.6f}, g_2 = {g[2]:.6f}, g_100 = {g[100]:.6f}")
print(f"  pi/N = {np.pi / N:.6f}, pi/(N+1) = {q:.6f} rad")
print(f"  rms angle = {rms_angle:.6f} rad")
print(f"  kernel height K(0) = {top:.3f}")
print(f"  full width at half maximum = {2 * half:.6f} rad")
print(f"  that width divided by pi/N = {2 * half * N / np.pi:.4f}")
print(f"  band rms displacement, Jackson: {np.sqrt(1 - g[1]):.6f}")
print(f"  band rms displacement, Fejer:   {np.sqrt(1 - fejer[1]):.6f}")
print(f"  band rms displacement, g_2-max: {np.sqrt(1 - mirror[1]):.6f}")
print(f"  sigma at a=0, Jackson: {s_jackson:.6f}")
print(f"  sigma at a=0, g_2-max: {s_mirror:.6f}")

# Two-site model: local density of states from Chebyshev recursion.
hopping, scale = 3.0, 5.0  # eV
H = np.array([[0.0, hopping], [hopping, 0.0]]) / scale
start = np.array([1.0, 0.0])
previous, current = start, H @ start
moments = [1.0, start @ current]
for n in range(2, N):
    previous, current = current, 2 * H @ current - previous
    moments.append(start @ current)
moments = np.array(moments)
levels = scale * np.linalg.eigvalsh(H)
a = levels[-1] / scale
theta = theta_grid(16000)
energy = scale * np.cos(theta)
smooth = kernel(g * moments, theta)
raw = kernel(moments, theta)
jacobian = np.pi * scale * np.sin(theta)
assert smooth.min() > -1e-9 and raw.min() < -1
upper = energy > 0
weight = smooth[upper] / len(theta)
mass = weight.sum()
centre = weight @ energy[upper] / mass
width = np.sqrt(weight @ (energy[upper] - centre) ** 2 / mass)
predicted = scale * sigma_formula(N, a)
# The half range cuts far tails, a relative effect of order 1/N.
assert abs(width / predicted - 1) < 0.03
assert abs(mass - 0.5) < 1e-4

target = 0.020  # eV
needed = 2
while scale * sigma_formula(needed, 0.0) > target:
    needed += 1
assert scale * np.sqrt(peak_statistics(jackson(needed), 0.0)[1]) <= target
assert scale * np.sqrt(peak_statistics(jackson(needed - 1), 0.0)[1]) > target

print("Two-site model, N =", N)
print(f"  hopping = {hopping:.1f} eV, energy scale = {scale:.1f} eV")
print(f"  levels = {levels[0]:.3f}, {levels[1]:.3f} eV; a = {a:.3f}")
print(f"  weight of upper peak = {mass:.6f}")
print(f"  centre of upper peak = {centre:.5f} eV")
print(f"  sigma measured on E>0 = {1000 * width:.3f} meV")
print(f"  sigma from exact formula = {1000 * predicted:.3f} meV")
estimate = scale * np.pi * np.sqrt(1 - a * a) / N
print(f"  sigma from pi*sqrt(1-a^2)/N = {1000 * estimate:.3f} meV")
print(f"  sigma at band centre = {1000 * scale * s_jackson:.3f} meV")
edge = scale * sigma_formula(N, 1.0)
print(f"  sigma at band edge = {1000 * edge:.3f} meV")
print(f"  largest density, Jackson = {(smooth / jacobian).max():.4f} 1/eV")
print(f"  lowest density, truncation = {(raw / jacobian).min():.4f} 1/eV")
print(f"Target sigma at band centre = {1000 * target:.1f} meV")
print(f"  estimate pi*scale/sigma = {np.pi * scale / target:.1f}")
print(f"  smallest N from exact formula = {needed}")
print("all assertions hold")
```

Running it gives:

```
Linear program, N = 12
  smallest 1-g_1 found: 0.029058
  1-cos(pi/(N+1)):      0.029058
  largest difference in any g_n: 1.1e-04
Scaling of measured standard deviations (dimensionless)
  N=50: sigma(0)*N/pi=0.97012, sigma(1)*N^1.5/pi=0.97012
  N=200: sigma(0)*N/pi=0.99251, sigma(1)*N^1.5/pi=0.99251
  N=800: sigma(0)*N/pi=0.99813, sigma(1)*N^1.5/pi=0.99813
Kernel at N = 200
  g_1 = 0.999878, g_2 = 0.999514, g_100 = 0.322201
  pi/N = 0.015708, pi/(N+1) = 0.015630 rad
  rms angle = 0.015653 rad
  kernel height K(0) = 162.918
  full width at half maximum = 0.037168 rad
  that width divided by pi/N = 2.3662
  band rms displacement, Jackson: 0.011052
  band rms displacement, Fejer:   0.070711
  band rms displacement, g_2-max: 1.000000
  sigma at a=0, Jackson: 0.015590
  sigma at a=0, g_2-max: 0.015552
Two-site model, N = 200
  hopping = 3.0 eV, energy scale = 5.0 eV
  levels = -3.000, 3.000 eV; a = 0.600
  weight of upper peak = 0.500000
  centre of upper peak = 2.99964 eV
  sigma measured on E>0 = 62.276 meV
  sigma from exact formula = 62.449 meV
  sigma from pi*sqrt(1-a^2)/N = 62.832 meV
  sigma at band centre = 77.951 meV
  sigma at band edge = 5.512 meV
  largest density, Jackson = 3.2414 1/eV
  lowest density, truncation = -3.8913 1/eV
Target sigma at band centre = 20.0 meV
  estimate pi*scale/sigma = 785.4
  smallest N from exact formula = 784
all assertions hold
```
